# How the assumed attempt frequency shifts a hydrogen desorption energy: test program

```python
# Result under test: for first-order desorption under linear heating, the
# activation energy inferred from a peak at temperature Tp is
#     E = R Tp W(nu Tp / beta),   W = Lambert function,
# so a hundredfold change of the assumed attempt frequency nu changes E
# by slightly less than R Tp ln(100), roughly 15 kJ/mol at Tp = 400 K.
# Symbols: beta = heating rate (K/s), theta = coverage, x = E/(R Tp).
# Independent road: integrate the rate equation, locate the maximum of the
# desorption rate, and adjust E until that maximum stands at Tp.
# Energies are in kJ/mol throughout.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import lambertw

R = const.R / 1000.0
EV = 1000.0 / (const.N_A * const.e)      # eV per (kJ/mol)
TP = 400.0
BETA = 1.0
NU_LOW, NU_MID, NU_HIGH = 1e12, 1e13, 1e14
GRID = np.linspace(240.0, 600.0, 1801)


def formula_energy(nu, peak=TP, beta=BETA):
    return R * peak * lambertw(nu * peak / beta).real


def spectrum(energy, nu, beta=BETA, order=1, theta0=1.0,
             repulsion=0.0, factor=None):
    """Logarithm of the desorption rate on GRID, by direct integration."""
    def log_k(T, theta):
        value = np.log(nu) - (energy - repulsion * theta) / (R * T)
        return value if factor is None else value + np.log(factor(T))

    def slope(T, y):
        theta = np.exp(y[0])
        return [-np.exp(log_k(T, theta)) * theta**(order - 1) / beta]

    sol = solve_ivp(slope, (GRID[0], GRID[-1]), [np.log(theta0)],
                    method="DOP853", t_eval=GRID, rtol=1e-9, atol=1e-10)
    assert sol.success
    log_theta = sol.y[0]
    return log_k(GRID, np.exp(log_theta)) + order * log_theta


def peak_temperature(log_rate):
    i = int(np.argmax(log_rate))
    assert 0 < i < len(GRID) - 1
    a, b, c = log_rate[i - 1:i + 2]
    return GRID[i] + 0.5 * (GRID[1] - GRID[0]) * (a - c) / (a - 2 * b + c)


def simulated_energy(nu, **model):
    def miss(energy):
        return peak_temperature(spectrum(energy, nu, **model)) - TP
    return brentq(miss, 85.0, 130.0, xtol=1e-5)


def half_width(log_rate):
    i = int(np.argmax(log_rate))
    level = log_rate[i] - np.log(2.0)
    left = np.interp(level, log_rate[:i + 1], GRID[:i + 1])
    j = i + int(np.argmax(log_rate[i:] < level))
    right = np.interp(level, log_rate[i:j + 1][::-1], GRID[i:j + 1][::-1])
    return right - left


# Main result: integrated rate equation against the Lambert formula
E_low, E_mid, E_high = [formula_energy(n) for n in (NU_LOW, NU_MID, NU_HIGH)]
S_low, S_mid, S_high = [simulated_energy(n) for n in (NU_LOW, NU_MID, NU_HIGH)]
for formula, simulated in ((E_low, S_low), (E_mid, S_mid), (E_high, S_high)):
    assert abs(formula - simulated) < 0.01
x_low, x_mid, x_high = [e / (R * TP) for e in (E_low, E_mid, E_high)]
simple = R * TP * np.log(NU_HIGH / NU_LOW)
correction = R * TP * np.log(x_high / x_low)
shift = simple - correction
shift_sim = S_high - S_low
lower = simple * x_low / (1 + x_low)
upper = simple * x_high / (1 + x_high)
assert abs(shift - shift_sim) < 0.01
assert lower < shift_sim < upper < simple
assert abs(shift_sim - 15.0) < 0.5

# Local sensitivity, from simulated energies only
sens = R * TP * x_mid / (1 + x_mid)
sens_sim = (simulated_energy(2 * NU_MID)
            - simulated_energy(NU_MID / 2)) / np.log(4.0)
assert abs(sens - sens_sim) < 0.002

print(f"Peak temperature: {TP:.0f} K; heating rate: {BETA:.0f} K/s")
print(f"R*Tp: {R*TP:.4f} kJ/mol; ln(100): {np.log(100):.4f}")
for n, x, e, s in ((NU_LOW, x_low, E_low, S_low), (NU_MID, x_mid, E_mid, S_mid),
                   (NU_HIGH, x_high, E_high, S_high)):
    print(f"nu={n:.0e} 1/s: ln(nu*Tp/beta)={np.log(n*TP/BETA):.3f}, x={x:.3f}, "
          f"E={e:.2f}, simulated E={s:.2f} kJ/mol")
print(f"Simple estimate R*Tp*ln(100): {simple:.2f} kJ/mol")
print(f"Logarithmic correction: {correction:.2f} kJ/mol")
print(f"Change of E, formula: {shift:.2f} kJ/mol = {shift*EV:.3f} eV")
print(f"Change of E, simulated: {shift_sim:.2f} kJ/mol")
print(f"Bounds on the change: {lower:.2f} to {upper:.2f} kJ/mol")
print(f"Middle energy: {E_mid:.2f} kJ/mol = {E_mid*EV:.3f} eV")
print(f"Change relative to middle energy: {100*shift/E_mid:.1f} percent")
print(f"dE/dln(nu) at middle nu: {sens:.3f}, simulated {sens_sim:.3f} kJ/mol")
down = E_mid - formula_energy(NU_MID / 100)
up = formula_energy(NU_MID * 100) - E_mid
print(f"Hundredfold each way from middle nu: -{down:.2f}, +{up:.2f} kJ/mol")
for b in (0.1, 10.0):
    d = formula_energy(NU_HIGH, beta=b) - formula_energy(NU_LOW, beta=b)
    print(f"Change of E if heating rate is {b:g} K/s: {d:.2f} kJ/mol")

# Width and second heating rate separate the candidate pairs (nu, E)
s_left = brentq(lambda s: 1 + s - np.exp(s) + np.log(2), -5, 0)
s_right = brentq(lambda s: 1 + s - np.exp(s) + np.log(2), 0, 5)
width_number = s_right - s_left
print(f"Half-maximum points s: {s_left:.3f}, {s_right:.3f}; "
      f"width number: {width_number:.3f}")
FAST = 10.0
for name, n, e, x in (("low nu", NU_LOW, E_low, x_low),
                      ("high nu", NU_HIGH, E_high, x_high)):
    slow_curve = spectrum(e, n)
    width = half_width(slow_curve)
    width_formula = width_number * TP / x
    assert abs(width / width_formula - 1) < 0.10   # leading order in 1/x
    t1 = peak_temperature(slow_curve)
    t2 = peak_temperature(spectrum(e, n, beta=FAST))

    def two_rate_energy(hot):
        return R * (np.log(FAST / hot**2) - np.log(BETA / t1**2)) \
            / (1 / t1 - 1 / hot)
    recovered = two_rate_energy(t2)
    assert abs(recovered - e) < 0.1
    print(f"{name}: full width simulated {width:.2f} K, "
          f"leading formula {width_formula:.2f} K")
    print(f"{name}: peak at {FAST:.0f} K/s: {t2:.2f} K, shift {t2-t1:.2f} K")
    print(f"{name}: E from two heating rates: {recovered:.2f} kJ/mol; "
          f"with shift read 1 K too large: {two_rate_energy(t2+1):.2f} kJ/mol")

# Effects left out of the first-order model
REPULSION = 5.0
WAVENUMBER = 1000.0                      # barrier wavenumber, 1/cm
THETA_BARRIER = const.h * const.c * 100 * WAVENUMBER / const.k


def tunnelling(T):
    half = THETA_BARRIER / (2 * T)       # parabolic barrier, half < pi
    return half / np.sin(half)


assert THETA_BARRIER / (2 * GRID[0]) < np.pi
print(f"Repulsion at full coverage: {REPULSION:.1f} kJ/mol")
print(f"Barrier wavenumber: {WAVENUMBER:.0f} 1/cm; "
      f"tunnelling factor at Tp: {tunnelling(TP):.2f}")
models = (
    ("second order, theta0=1", dict(order=2, theta0=1.0)),
    ("second order, theta0=0.1", dict(order=2, theta0=0.1)),
    ("repulsion, theta0=1", dict(repulsion=REPULSION)),
    ("nu proportional to T", dict(factor=lambda T: T / TP)),
    ("tunnelling", dict(factor=tunnelling)),
)
for name, model in models:
    low, mid, high = [simulated_energy(n, **model)
                      for n in (NU_LOW, NU_MID, NU_HIGH)]
    assert abs(high - low - 15.0) < 1.0
    if model.get("order") == 2:
        estimate = formula_energy(NU_MID * model["theta0"])
        assert abs(mid - estimate) < 0.4   # peak coverage is near theta0/2
    print(f"{name}: E at middle nu changes by {mid-S_mid:+.2f} kJ/mol; "
          f"hundredfold change {high-low:.2f} kJ/mol")
T_ERROR = 5.0
thermo = formula_energy(NU_MID, peak=TP + T_ERROR) - E_mid
print(f"Thermometer error {T_ERROR:.0f} K: E changes by {thermo:.2f} kJ/mol")
print("OK")
```

Printed output:

```
Peak temperature: 400 K; heating rate: 1 K/s
R*Tp: 3.3258 kJ/mol; ln(100): 4.6052
nu=1e+12 1/s: ln(nu*Tp/beta)=33.622, x=30.214, E=100.49, simulated E=100.49 kJ/mol
nu=1e+13 1/s: ln(nu*Tp/beta)=35.925, x=32.446, E=107.91, simulated E=107.91 kJ/mol
nu=1e+14 1/s: ln(nu*Tp/beta)=38.228, x=34.681, E=115.34, simulated E=115.34 kJ/mol
Simple estimate R*Tp*ln(100): 15.32 kJ/mol
Logarithmic correction: 0.46 kJ/mol
Change of E, formula: 14.86 kJ/mol = 0.154 eV
Change of E, simulated: 14.86 kJ/mol
Bounds on the change: 14.83 to 14.89 kJ/mol
Middle energy: 107.91 kJ/mol = 1.118 eV
Change relative to middle energy: 13.8 percent
dE/dln(nu) at middle nu: 3.226, simulated 3.226 kJ/mol
Hundredfold each way from middle nu: -14.82, +14.89 kJ/mol
Change of E if heating rate is 0.1 K/s: 14.89 kJ/mol
Change of E if heating rate is 10 K/s: 14.82 kJ/mol
Half-maximum points s: -1.461, 0.985; width number: 2.446
low nu: full width simulated 31.00 K, leading formula 32.39 K
low nu: peak at 10 K/s: 430.71 K, shift 30.72 K
low nu: E from two heating rates: 100.48 kJ/mol; with shift read 1 K too large: 97.33 kJ/mol
high nu: full width simulated 27.15 K, leading formula 28.22 K
high nu: peak at 10 K/s: 426.74 K, shift 26.74 K
high nu: E from two heating rates: 115.34 kJ/mol; with shift read 1 K too large: 111.20 kJ/mol
Repulsion at full coverage: 5.0 kJ/mol
Barrier wavenumber: 1000 1/cm; tunnelling factor at Tp: 1.85
second order, theta0=1: E at middle nu changes by +0.18 kJ/mol; hundredfold change 14.84 kJ/mol
second order, theta0=0.1: E at middle nu changes by -7.23 kJ/mol; hundredfold change 14.80 kJ/mol
repulsion, theta0=1: E at middle nu changes by +3.93 kJ/mol; hundredfold change 14.83 kJ/mol
nu proportional to T: E at middle nu changes by -0.10 kJ/mol; hundredfold change 14.87 kJ/mol
tunnelling: E at middle nu changes by +2.12 kJ/mol; hundredfold change 14.85 kJ/mol
Thermometer error 5 K: E changes by 1.39 kJ/mol
OK
```
